# Trilinear Coupling: Polarization Reversal Requires Reversing One Nonpolar Mode: verification in Python

```python
"""
Result under test: if P (polar), Q and R (nonpolar) are one-dimensional,
distinct, symmetry-breaking amplitudes and P*Q*R is invariant, then reversing
P between symmetry-equivalent minima with all amplitudes nonzero reverses
exactly one of Q and R.

Model energy per cell, in hartree, with amplitudes in bohr:
F = kP P^2/2 + bP P^4/4 - aQ Q^2/2 + bQ Q^4/4 - aR R^2/2 + bR R^4/4
    + h Q^2 R^2/2 + g P Q R + g5 P Q^3 R + c6 (P^6 + Q^6 + R^6)/6
The main example has bP = g5 = c6 = 0. Other cases test the conditions.
"""
from itertools import combinations, product
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.ndimage import label
from scipy.optimize import minimize

# ---- Symmetry of an alternating A-B chain: two cells, atoms A0 B0 A1 B1 ----
patterns = np.array([[1, -1, 1, -1], [1, 0, -1, 0], [0, 1, 0, -1]], float)


def translate(u):
    return np.roll(u, 2)


def invert_about_A(u):
    return -u[(-np.arange(4)) % 4]


def mode_signs(operation):
    signs = []
    for pattern in patterns:
        image = operation(pattern)
        sign = int(round(image @ pattern / (pattern @ pattern)))
        assert abs(sign) == 1 and np.allclose(image, sign * pattern)
        signs.append(sign)
    return tuple(signs)


translation_signs = mode_signs(translate)
inversion_signs = mode_signs(invert_about_A)
group = {(1, 1, 1), translation_signs, inversion_signs}
while True:
    larger = {tuple(x * y for x, y in zip(a, b)) for a in group for b in group}
    if larger == group:
        break
    group = larger
allowed = {s for s in product((-1, 1), repeat=3) if np.prod(s) == 1}
assert group == allowed and len(group) == 4

# Find every sign group that keeps PQR invariant and has distinct,
# nontrivial representations.
qualifying_groups = []
for size in range(1, 5):
    for subset in combinations(sorted(allowed), size):
        members = set(subset)
        closed = all(tuple(x * y for x, y in zip(a, b)) in members
                     for a in members for b in members)
        characters = [tuple(s[i] for s in subset) for i in range(3)]
        nontrivial = all(-1 in character for character in characters)
        if closed and nontrivial and len(set(characters)) == 3:
            qualifying_groups.append(members)
assert qualifying_groups == [allowed]

exponents = [e for e in product(range(7), repeat=3) if sum(e) <= 6]
invariant = {e for e in exponents
             if all(np.prod([s[i] ** e[i] for i in range(3)]) == 1
                    for s in group)}
same_parity = {e for e in exponents if len({n % 2 for n in e}) == 1}
assert invariant == same_parity

spring2, spring3, spring4 = 0.05, -0.005, 0.01


def chain_energy(amplitudes):
    displacement = np.asarray(amplitudes) @ patterns
    stretch = np.roll(displacement, -1) - displacement
    return np.sum(spring2 * stretch**2 / 2 + spring3 * stretch**3 / 3
                  + spring4 * stretch**4 / 4) / 2


probe = np.array([0.23, 0.41, 0.37])
for signs in group:
    assert np.isclose(chain_energy(probe * signs), chain_energy(probe),
                      rtol=0, atol=1e-14)
chain_g = sum(np.prod(s) * chain_energy(probe * s)
              for s in product((-1, 1), repeat=3)) / (8 * np.prod(probe))
assert np.isclose(chain_g, 8 * spring3, rtol=1e-10)

# ---- Energy models and their minima ----
P, Q, R = sp.symbols("P Q R", real=True)
base = dict(kP=0.10, bP=0.0, aQ=0.02, bQ=0.04, aR=0.01, bR=0.04,
            h=0.01, g=-0.04, g5=0.0, c6=0.0)


def make_model(**changes):
    c = {**base, **changes}
    expression = (c["kP"] * P**2 / 2 + c["bP"] * P**4 / 4
                  - c["aQ"] * Q**2 / 2 + c["bQ"] * Q**4 / 4
                  - c["aR"] * R**2 / 2 + c["bR"] * R**4 / 4
                  + c["h"] * Q**2 * R**2 / 2 + c["g"] * P * Q * R
                  + c["g5"] * P * Q**3 * R
                  + c["c6"] * (P**6 + Q**6 + R**6) / 6)
    variables = (P, Q, R)
    first = [sp.diff(expression, v) for v in variables]
    second = sp.hessian(expression, variables)
    f = sp.lambdify(variables, expression, "numpy")
    df = sp.lambdify(variables, first, "numpy")
    ddf = sp.lambdify(variables, second, "numpy")
    return (lambda x: f(*x), lambda x: np.array(df(*x), float),
            lambda x: np.array(ddf(*x), float))


def find_minima(model):
    energy, gradient, hessian = model
    found = []
    for start in product((-0.9, -0.3, 0.3, 0.9), repeat=3):
        x = minimize(energy, start, jac=gradient, hess=hessian,
                     method="trust-exact", options={"gtol": 1e-8}).x
        for _ in range(4):
            x = x - np.linalg.solve(hessian(x), gradient(x))
        stable = np.linalg.eigvalsh(hessian(x))[0] > 1e-6
        if stable and np.max(abs(gradient(x))) < 1e-11:
            if not any(np.linalg.norm(x - y) < 1e-5 for y in found):
                found.append(x)
    return sorted(found, key=lambda x: tuple(np.sign(x)), reverse=True)


def nonpolar_reversals(minima):
    return {int(np.sum(a[1:] * b[1:] < 0))
            for a, b in combinations(minima, 2) if a[0] * b[0] < 0}


model = make_model()
energy, gradient, hessian = model
minima = find_minima(model)
assert len(minima) == 4
assert nonpolar_reversals(minima) == {1}
origin_state = next(x for x in minima if np.all(x > 0))
for x in minima:
    assert np.allclose(abs(x), origin_state, atol=1e-8)
    assert np.isclose(energy(x), energy(origin_state), atol=1e-13)
    assert base["g"] * np.prod(x) < 0

# Compare the numerical minimum with elimination of P.
h_eff = base["h"] - base["g"]**2 / base["kP"]
denominator = base["bQ"] * base["bR"] - h_eff**2
Q2 = (base["aQ"] * base["bR"] - h_eff * base["aR"]) / denominator
R2 = (base["aR"] * base["bQ"] - h_eff * base["aQ"]) / denominator
analytic = np.array([-base["g"] * np.sqrt(Q2 * R2) / base["kP"],
                     np.sqrt(Q2), np.sqrt(R2)])
F0_formula = -(base["aQ"] * Q2 + base["aR"] * R2) / 4
assert np.allclose(origin_state, analytic, atol=1e-8)
assert np.isclose(energy(origin_state), F0_formula, atol=1e-12)

# Reverse P alone or all three amplitudes; then relax the P-only reversal.
P_only = origin_state * np.array([-1, 1, 1])
cost = energy(P_only) - energy(origin_state)
cost_all = energy(-origin_state) - energy(origin_state)
expected_cost = -2 * base["g"] * np.prod(analytic)
assert cost > 0 and np.isclose(cost, expected_cost, atol=1e-10)
assert np.isclose(cost_all, expected_cost, atol=1e-10)
step = 1e-4
shift = np.array([step, 0, 0])
slope = (energy(P_only + shift) - energy(P_only - shift)) / (2 * step)
assert np.isclose(slope, 2 * base["g"] * np.sqrt(Q2 * R2), atol=1e-9)
flow = solve_ivp(lambda t, x: -gradient(x), (0, 4000), P_only,
                 method="LSODA", rtol=1e-8, atol=1e-10)
relaxed = flow.y[:, -1]
assert flow.success and np.allclose(relaxed, origin_state, atol=1e-5)

# With any one amplitude zero, the other two exert a force on it.
for i in range(3):
    point = probe.copy()
    point[i] = 0
    shift = np.zeros(3)
    shift[i] = step
    force_slope = (energy(point + shift) - energy(point - shift)) / (2 * step)
    others = np.prod(np.delete(point, i))
    assert np.isclose(force_slope, base["g"] * others, atol=1e-10)

# ---- Lowest switching barriers from flooding the full energy grid ----
axes = (np.linspace(-0.4, 0.4, 41), np.linspace(-1, 1, 101),
        np.linspace(-1, 1, 101))
grid_energy = energy(np.meshgrid(*axes, indexing="ij"))


def nearest_node(x):
    return tuple(int(np.argmin(abs(axis - v))) for axis, v in zip(axes, x))


def flood_level(start, end):
    a, b = nearest_node(start), nearest_node(end)
    low, high = max(grid_energy[a], grid_energy[b]), 0.001
    for _ in range(18):
        middle = (low + high) / 2
        regions, _ = label(grid_energy <= middle, structure=np.ones((3, 3, 3)))
        if regions[a] != 0 and regions[a] == regions[b]:
            high = middle
        else:
            low = middle
    return high


R_reversed = origin_state * np.array([-1, 1, -1])
Q_reversed = origin_state * np.array([-1, -1, 1])
saddle_R = np.array([0, np.sqrt(base["aQ"] / base["bQ"]), 0])
saddle_Q = np.array([0, 0, np.sqrt(base["aR"] / base["bR"])])
saddle_energy_R = -base["aQ"]**2 / (4 * base["bQ"])
saddle_energy_Q = -base["aR"]**2 / (4 * base["bR"])
for saddle in (saddle_R, saddle_Q):
    assert np.max(abs(gradient(saddle))) < 1e-12
    assert np.sum(np.linalg.eigvalsh(hessian(saddle)) < 0) == 1
flood_R = flood_level(origin_state, R_reversed)
flood_Q = flood_level(origin_state, Q_reversed)
# A grid spacing of 0.02 bohr gives errors of order 1e-6 hartree.
assert abs(flood_R - saddle_energy_R) < 1e-5
assert abs(flood_Q - saddle_energy_Q) < 1e-5
barrier_R = saddle_energy_R - F0_formula
barrier_Q = saddle_energy_Q - F0_formula

# Check monotonic descent along each explicit valley.
for reverse_R in (True, False):
    final = origin_state[2] if reverse_R else origin_state[1]
    values = []
    for moving in np.linspace(0, final, 201):
        if reverse_R:
            r = moving
            q = np.sqrt((base["aQ"] - h_eff * r**2) / base["bQ"])
        else:
            q = moving
            r = np.sqrt((base["aR"] - h_eff * q**2) / base["bR"])
        values.append(energy((-base["g"] * q * r / base["kP"], q, r)))
    assert np.max(np.diff(values)) < 1e-12

# ---- Higher-order odd coupling ----
higher_g5 = -0.005
higher = make_model(g5=higher_g5, c6=0.02)
higher_minima = find_minima(higher)
assert len(higher_minima) == 4 and nonpolar_reversals(higher_minima) == {1}
for x in higher_minima:
    odd_factor = base["g"] + higher_g5 * x[1]**2
    change = higher[0](x * np.array([-1, 1, 1])) - higher[0](x)
    assert change > 0
    assert np.isclose(change, -2 * np.prod(x) * odd_factor, atol=1e-12)

# ---- Weak coupling: metastable minima with P alone reversed ----
weak_g = -0.001
weak = make_model(kP=-0.02, bP=0.04, h=0.0, g=weak_g)
weak_minima = find_minima(weak)
lower = [x for x in weak_minima if weak_g * np.prod(x) < 0]
upper = [x for x in weak_minima if weak_g * np.prod(x) > 0]
assert len(weak_minima) == 8 and len(lower) == len(upper) == 4
assert nonpolar_reversals(lower) == nonpolar_reversals(upper) == {1}
lower_state = next(x for x in lower if np.all(x > 0))
upper_state = next(x for x in upper if x[0] < 0 and x[1] > 0 and x[2] > 0)
weak_gap = weak[0](upper_state) - weak[0](lower_state)
assert weak_gap > 0
assert np.max(abs(abs(upper_state) - abs(lower_state))) > 1e-3

# ---- Proper ferroelectric: no nonpolar amplitude at the minima ----
proper = make_model(kP=-0.02, bP=0.04, aQ=-0.02, aR=-0.01, g=-0.004)
proper_minima = find_minima(proper)
assert len(proper_minima) == 2
assert proper_minima[0][0] * proper_minima[1][0] < 0
assert all(np.max(abs(x[1:])) < 1e-8 for x in proper_minima)

# ---- Output ----
hartree_to_meV = (constants.physical_constants["Hartree energy in eV"][0]
                  * 1000)


def show(name, value, unit):
    print(f"{name}: {value:.6g} {unit}")


def show_state(name, state):
    print(name + ": " + ", ".join(f"{v:+.5f}" for v in state) + " bohr")


print("Translation signs (P,Q,R):", translation_signs, "(dimensionless)")
print("Inversion signs (P,Q,R):", inversion_signs, "(dimensionless)")
show("Chain cubic spring gamma", spring3, "hartree/bohr^3")
show("Chain trilinear coefficient", chain_g, "hartree/bohr^3")
for name in ("kP", "aQ", "aR"):
    show("Input " + name, base[name], "hartree/bohr^2")
for name in ("bQ", "bR", "h"):
    show("Input " + name, base[name], "hartree/bohr^4")
show("Input g", base["g"], "hartree/bohr^3")
show("Effective h", h_eff, "hartree/bohr^4")
show("Denominator D", denominator, "hartree^2/bohr^8")
show("Q squared", Q2, "bohr^2")
show("R squared", R2, "bohr^2")
for number, state in enumerate(minima, 1):
    show_state(f"Minimum {number} (P,Q,R)", state)
show("Energy of each minimum", energy(origin_state), "hartree")
show("Cost of reversing P alone", cost, "hartree")
show("Cost of reversing all three", cost_all, "hartree")
show("dF/dP after reversing P alone", slope, "hartree/bohr")
show_state("Relaxed from P-only reversal", relaxed)
show_state("Saddle for R reversal", saddle_R)
show_state("Saddle for Q reversal", saddle_Q)
show("Saddle energy, R reversal", saddle_energy_R, "hartree")
show("Saddle energy, Q reversal", saddle_energy_Q, "hartree")
show("Flood level, R reversal", flood_R, "hartree")
show("Flood level, Q reversal", flood_Q, "hartree")
show("Barrier, R reversal", barrier_R, "hartree")
show("Barrier, R reversal", barrier_R * hartree_to_meV, "meV")
show("Barrier, Q reversal", barrier_Q, "hartree")
show("Barrier, Q reversal", barrier_Q * hartree_to_meV, "meV")
print("Higher-order case, number of minima:", len(higher_minima))
show("Weak case kP", -0.02, "hartree/bohr^2")
show("Weak case bP", 0.04, "hartree/bohr^4")
show("Weak case h", 0.0, "hartree/bohr^4")
show("Weak case g", weak_g, "hartree/bohr^3")
show_state("Weak case, lower minimum", lower_state)
show_state("Weak case, P-reversed minimum", upper_state)
show("Weak case, energy gap", weak_gap, "hartree")
for number, state in enumerate(proper_minima, 1):
    show_state(f"Proper case, minimum {number}", state + 0.0)
print("OK")
```

Printed output:

```
Translation signs (P,Q,R): (1, -1, -1) (dimensionless)
Inversion signs (P,Q,R): (-1, -1, 1) (dimensionless)
Chain cubic spring gamma: -0.005 hartree/bohr^3
Chain trilinear coefficient: -0.04 hartree/bohr^3
Input kP: 0.1 hartree/bohr^2
Input aQ: 0.02 hartree/bohr^2
Input aR: 0.01 hartree/bohr^2
Input bQ: 0.04 hartree/bohr^4
Input bR: 0.04 hartree/bohr^4
Input h: 0.01 hartree/bohr^4
Input g: -0.04 hartree/bohr^3
Effective h: -0.006 hartree/bohr^4
Denominator D: 0.001564 hartree^2/bohr^8
Q squared: 0.549872 bohr^2
R squared: 0.332481 bohr^2
Minimum 1 (P,Q,R): +0.17103, +0.74153, +0.57661 bohr
Minimum 2 (P,Q,R): +0.17103, -0.74153, -0.57661 bohr
Minimum 3 (P,Q,R): -0.17103, +0.74153, -0.57661 bohr
Minimum 4 (P,Q,R): -0.17103, -0.74153, +0.57661 bohr
Energy of each minimum: -0.00358056 hartree
Cost of reversing P alone: 0.0058503 hartree
Cost of reversing all three: 0.0058503 hartree
dF/dP after reversing P alone: -0.0342061 hartree/bohr
Relaxed from P-only reversal: +0.17103, +0.74153, +0.57661 bohr
Saddle for R reversal: +0.00000, +0.70711, +0.00000 bohr
Saddle for Q reversal: +0.00000, +0.00000, +0.50000 bohr
Saddle energy, R reversal: -0.0025 hartree
Saddle energy, Q reversal: -0.000625 hartree
Flood level, R reversal: -0.002499 hartree
Flood level, Q reversal: -0.000624996 hartree
Barrier, R reversal: 0.00108056 hartree
Barrier, R reversal: 29.4036 meV
Barrier, Q reversal: 0.00295556 hartree
Barrier, Q reversal: 80.425 meV
Higher-order case, number of minima: 4
Weak case kP: -0.02 hartree/bohr^2
Weak case bP: 0.04 hartree/bohr^4
Weak case h: 0 hartree/bohr^4
Weak case g: -0.001 hartree/bohr^3
Weak case, lower minimum: +0.71631, +0.71631, +0.52391 bohr
Weak case, P-reversed minimum: -0.69869, +0.69869, +0.47353 bohr
Weak case, energy gap: 0.000499995 hartree
Proper case, minimum 1: +0.70711, +0.00000, +0.00000 bohr
Proper case, minimum 2: -0.70711, +0.00000, +0.00000 bohr
OK
```
